Why [110] compression beats biaxial tension for holes in silicon

Apply 1 GPa of stress to silicon in two ways: as compression along [110], or as equal tension along both in-plane directions of a (001) layer. In the bulk model used below, the two highest valence levels separate by 46 meV under compression and by 52 meV under biaxial tension. Judged by this splitting, biaxial tension is slightly better. Now confine the holes to a layer 5 nm thick. The first splitting grows to 54 meV and the second falls to 24 meV. At 300 K the mean inverse mass for current along [110], in units of 1/m0, is 3.87 under compression and 1.22 under tension.

Two questions follow. Why does one kind of strain give a light mass along the current, and why does confinement help one splitting and harm the other? Both answers lie in which p-like orbitals form the two highest valence states.

**The model**

The valence states are built from three p-like orbitals X, Y, Z along the cubic axes, each with two spins. Valence energies are counted upwards, so holes collect in the highest level. With A = ħ²/2m0, the kinetic matrix elements are

H_XX = −A[(γ1+4γ2)kx² + (γ1−2γ2)(ky²+kz²)]

H_XY = −6Aγ3 kx ky

and the others follow by permuting the axes. Strain enters with the same symmetry. Apart from a hydrostatic shift common to all three orbitals, which is dropped,

V_XX = 3b e_xx,  V_XY = √3 d e_xy.

Here e_xy is the tensor shear, half the engineering shear. The model is the six-band k·p model with Bir–Pikus strain terms. Its inputs are rounded, silicon-like values: γ1 = 4.3, γ2 = 0.34, γ3 = 1.45, spin-orbit splitting Δ = 44 meV, b = −2.1 eV, d = −4.9 eV, and C11, C12, C44 = 166, 64, 80 GPa. Two inputs favour a light bulk mass along the compression axis: a sizeable γ3 and a small Δ. That γ3 is much larger than γ2 matters mainly across the axis, where it makes the mass heavy.

**From stress to orbital energies**

A uniaxial stress σ along n = (1,1,0)/√2 has components σ n_i n_j, so σ_xx = σ_yy = σ_xy = σ/2. Compression means σ < 0. Hooke's law for a cubic crystal gives

e_xx = e_yy = S11σ/2 + S12σ/2 = (S11+S12)σ/2

e_zz = S12(σ/2+σ/2) = S12σ

2e_xy = S44σ/2, hence e_xy = S44σ/4.

The compliances are S44 = 1/C44, S11 = (C11+C12)/N and S12 = −C12/N, with N = (C11−C12)(C11+2C12). For σ = −1 GPa the shear is e_xy = −1/(4·80) = −3.125×10⁻³. The other strains are e_xx = −2.768×10⁻³ and e_zz = 2.134×10⁻³.

For biaxial tension, σ_xx = σ_yy = σ > 0 and σ_xy = 0. Then e_xx = e_yy = (S11+S12)σ = 5.536×10⁻³ and e_zz = 2S12σ = −4.268×10⁻³, with no shear.

Shear couples X to Y, so it is natural to use orbitals along and across the current:

X' = (X+Y)/√2,  Y' = (Y−X)/√2.

Since V_XX = V_YY, their strain energies are V_XX + V_XY and V_XX − V_XY, and there is no coupling between them. Measured from Z, the energies are

X': T+S,  Y': T−S,  Z: 0

T = 3b(e_xx−e_zz),  S = √3 d e_xy.

For compression,

T = 3(−2.1 eV)(−2.768−2.134)×10⁻³ = 30.9 meV

S = √3(−4.9 eV)(−3.125×10⁻³) = 26.5 meV.

Both are positive: the tetragonal part of the strain lifts X' and Y' above Z, and shear then lifts X' above Y'. For biaxial tension T = −61.8 meV and S = 0, so Z is on top.

**The mass of each orbital**

Take k along [110], so kx = ky = k/√2 and kz = 0. The diagonal elements for X and Y are both

−A k²[(γ1+4γ2)+(γ1−2γ2)]/2 = −A k²(γ1+γ2),

and the coupling between them is −3Aγ3k². In X', Y' this coupling becomes diagonal, with opposite signs. The inverse masses m0/m along [110] are therefore

X': γ1+γ2+3γ3 = 8.99

Y': γ1+γ2−3γ3 = 0.29

Z: γ1−2γ2 = 3.62.

Along [1-10] the product kx ky changes sign, so X' and Y' exchange values. Along z, X' and Y' have γ1−2γ2 = 3.62, while Z has γ1+4γ2 = 5.66.

Without spin-orbit coupling, compression would thus give m = 0.111 m0 along the current, and biaxial tension 0.276 m0. The large γ3 makes the difference: it lightens X' along its own axis and makes it heavy across it.

**Spin-orbit mixing**

Spin-orbit coupling is λ L·σ, with λ = Δ/3 = 14.7 meV and σ here the Pauli matrices. The term L_zσ_z joins X' to Y' without changing spin; the other two terms join X' and Y' to Z and flip the spin. The six states therefore split into two blocks, X'↑, Y'↑, Z↓ and its time-reversed partner. With (L_a)_bc = −iε_abc and spin axes turned with the orbitals, the elements of L·σ in the first block are

⟨X'↑|Y'↑⟩: −i,  ⟨X'↑|Z↓⟩: 1,  ⟨Y'↑|Z↓⟩: −i.

In the basis X'↑, −iY'↑, −Z↓ they become (−i)(−i) = −1, 1·(−1) = −1 and (i)(−i)(−1) = −1. All three couplings equal −λ, and the block reads

H_ij = ε_i δ_ij + λ(δ_ij − 1),

with ε_i the orbital energies above. Write D_i = ε_i + λ. The eigenvalue equation for coefficients c_i is

(E−D_i)c_i = −λC,  C = c_1+c_2+c_3.

If C ≠ 0, divide by E−D_i, sum over i and cancel C:

1 + λ Σ_i 1/(E−D_i) = 0.

The orbital weights are p_i = |c_i|², proportional to 1/(E−D_i)² and normalized to one. If C = 0, a level can instead sit at E = D_i when two of the D_i coincide, with c = (1,−1,0)/√2 for D_1 = D_2. Without strain this gives two levels at λ and one at −2λ, which are 3λ = Δ apart, as they should be.

For compression the top state has weights 0.930, 0.038, 0.032 on X', Y', Z. For biaxial tension they are 0.030, 0.030, 0.939. Spin-orbit coupling only dilutes the pure-orbital picture at this stress.

These weights fix the bulk masses. Along each of the three axes the kinetic matrix is diagonal in X', Y', Z and in spin. It therefore does not couple the two time-reversed partners, and first-order perturbation theory supplies the whole k² term:

m0/m[110] = p_X'(γ1+γ2+3γ3) + p_Y'(γ1+γ2−3γ3) + p_Z(γ1−2γ2).

For compression this is 0.930·8.99 + 0.038·0.29 + 0.032·3.62 = 8.49, or m = 0.118 m0. Exchanging p_X' and p_Y' gives 1.37 m0 across the current. For biaxial tension the in-plane mass is 0.272 m0 in both directions.

**What shear contributes**

Set e_xy = 0 in the compressed crystal and keep the other strains. Then D_1 = D_2, and the top state is the C = 0 state with weights 1/2, 1/2, 0. It is on top because the term −λ for all pairs, together with its diagonal part, can only lower levels from the largest D_i. The γ3 contributions cancel:

m0/m[110] = γ1+γ2 = 4.64,  m = 0.216 m0.

Restoring the shear reduces the mass to 0.118 m0. The shear is what selects X'. With T = 0 and the same S, the level equation still gives 0.122 m0, but a gap of only 29 meV. The tetragonal strain changes the mass little and mainly widens the gap.

The opposite limit, Δ much larger than the strain energies, shows how much silicon gains from its small Δ. Put E = λ+x with x finite. As λ → ∞ the level equation becomes Σ1/(x−ε_i) = 0. Clearing denominators, with Σε_i = 2T and Σ_{i<j}ε_iε_j = T²−S²,

3x² − 4Tx + T² − S² = 0

x = [2T ± √(T²+3S²)]/3

gap = (2/3)√(T²+3S²).

The compressed crystal would then have a gap of 36.9 meV instead of 46.1 meV, and a transport mass of 0.152 m0 instead of 0.118 m0. The strong spin-orbit coupling holds more Y' and Z in the top state.

The same equation gives the unstrained heavy mass at small k, with the kinetic energies in place of ε_i. The inverse masses 8.99, 0.29 and 3.62 have sum 12.90 and pair sum 36.20, so

m0/m = [12.90 − √(12.90² − 3·36.20)]/3 = 1.77,

or 0.566 m0. Both strains therefore lighten the bulk top band along [110], but compression does so much more.

**Confinement acts on the same energy T**

Put hard walls at z = 0 and z = W. At zero in-plane momentum the kinetic matrix contains only kz² and is diagonal in the orbitals, so each sine mode separates. With E_W = A(π/W)², the lowest mode lowers X' and Y' by (γ1−2γ2)E_W, and Z by (γ1+4γ2)E_W. Relative to Z, the first two rise by the difference:

T → T + 6γ2E_W.

For W = 5 nm, E_W = 15.0 meV and the shift is 30.7 meV. The second mode is no rival for the second level: it lies at least 3(γ1−2γ2)E_W = 163 meV below the first.

For compression, T grows from 30.9 to 61.6 meV. For biaxial tension it goes from −61.8 to −31.1 meV. The tetragonal energies of strain and confinement thus add with their signs, while the gaps do not simply add.

Biaxial tension can be solved in closed form. Since S = 0, the C = 0 state lies at T+λ. The combination (1,1,0)/√2 has energy T−λ and couples to Z with strength −√2λ, so the upper of the two mixed levels is

E = {T−λ + √[(T−λ)²+8λ²]}/2.

In the bulk, T−λ = −76.4 meV and the root is 87.0 meV, so E = 5.3 meV. The other level is at −47.1 meV, and the gap is 52.4 meV. In the well, T−λ = −45.7 meV and the root is 61.8 meV. The levels are then at 8.0 and −16.4 meV, and the gap is 24.4 meV.

This gap closes when the total T vanishes, since all three D_i are then equal and two levels coincide at λ. The condition does not depend on λ:

6γ2A(π/W)² = |T_strain|

W = π√(6γ2A/|T_strain|) = 3.52 nm.

In a thinner well the total T is positive and the X'–Y' pair takes the top. More tension moves the crossing to smaller W, as |T_strain|^(−1/2). The cancellation is complete only at the crossing; in a still thinner well the gap opens again.

**Why the compressed gap gains only a little**

A change of T raises the energy of X' and Y' but not of Z. By the Hellmann–Feynman theorem, dE/dT = p_X'+p_Y' = 1−p_Z for each level. Subtracting the second level from the top one gives

d(gap)/dT = p_Z(second) − p_Z(top).

Confinement therefore widens the splitting if the second state contains more Z than the top state. In the compressed bulk the two weights are 0.445 and 0.032, so the slope is 0.413. It has the same sign at all sixteen pairs tested, with T from 5 to 150 meV and S from 7 to 170 meV.

From its value in the compressed bulk, the slope falls as T grows further, because Z drops away from the second state as well. When Z is far below, only X' and Y' remain, with energies T±S and coupling −λ, and their gap tends to

2√(S²+λ²) = 2√(26.5²+14.7²) meV = 61 meV.

So the 30.7 meV shift raises the gap from 46.1 to 54.1 meV, by 8.0 meV. Confinement alone, without strain, splits the top levels by 15.1 meV, so the gain is about half of that. Most of the advantage over biaxial tension is the 28 meV that tension loses.

The trend is not peculiar to a square well. Under a surface field F, a particle of inverse mass μ = m0/m against one hard wall has ground energy 2.338(AμF²)^(1/3), with F as a force and 2.338 from the first zero of the Airy function. Z has the larger μ along z and is again pushed down more. At 0.3, 0.6 and 0.9 MV/cm the computed gaps are 52, 54 and 55 meV for compression, and 35, 25 and 17 meV for biaxial tension.

**The thin well also changes the in-plane masses**

The bulk masses cannot be carried over to a 5 nm well. For in-plane momentum k along [110], X' and Z are coupled by −6Aγ3 k kz, which joins different sine modes. The matrix element of d/dz between modes 1 and j follows from ∫ sin x cos jx dx = 2/(1−j²) over 0 to π for even j, and zero for odd j:

|p_1j| = 4j/[W(j²−1)],  j even.

For a first look, drop spin-orbit coupling. Second-order perturbation theory pushes the top level up by (6Aγ3k)²Σ_j |p_1j|²/(E_1−E_j). Upward curvature opposes the kinetic term −Ak²m0/m, so

m0/m = (m0/m)_bulk − 36γ3²A Σ_j |p_1j|²/(E_1−E_j).

For j = 2, |p_12| = 8/(3·5 nm) = 0.533 nm⁻¹, and the numerator is 36·1.45²·0.0381·0.533² eV = 0.82 eV.

Under compression the top state is X' and the coupled one is Z in mode 2:

E_1−E_2 = T+S+E_W[4·5.66−3.62] = 57.4+286 = 343 meV.

The correction is 2.4, and m0/m drops from 8.99 to about 6.6. Under biaxial tension the roles are exchanged:

E_1−E_2 = |T|+E_W[4·3.62−5.66] = 61.8+132.7 = 194 meV.

The correction is 4.2, larger than the bulk value 3.62. With spin-orbit coupling and all retained modes, the results at k = 0 are 6.14 for compression and −0.09 for biaxial tension. The top subband under tension is almost flat there, out to about k = 0.4 nm⁻¹, with a slightly reversed curvature. The value −0.09 is a near-cancellation: it changes sign for a slightly wider well (+0.27 at 6 nm) and depends on the chosen parameters. The unstrained well has 3.20.

**From band shape to current**

A mass at k = 0 is a poor measure of a nearly flat subband. A thermal average uses the velocities of all occupied states. For a constant relaxation time τ the conductivity is

e²τ Σ v²(−∂f/∂E_h),

where E_h is the hole energy, v the velocity along [110] and f the occupation. In the Boltzmann limit −∂f/∂E_h = f/kT, so the conductivity equals n e²τ⟨v²⟩/kT, with n the hole density. Comparison with n e²τ/m gives

⟨m0/m⟩ = m0⟨v²⟩/kT.

At 300 K in the 5 nm well this is 1.44 without strain, 1.22 under biaxial tension and 3.87 under compression. The conductivity masses are 0.70, 0.82 and 0.26 m0. A coarser calculation, with fewer modes and grid points, changes the mean inverse mass under compression by less than 3 %, so the third digit of these averages should not be relied on. Changes of basis and grid move the three averages by up to about 2 % without altering their order. Compression improves the inverse mass by a factor of about 2.7 over no strain and 3.1 to 3.2 over biaxial tension.

Biaxial tension is thus slightly worse than no strain here, although it lightens the bulk top band. The flat top subband found above cannot be the whole cause, because the mean inverse mass also falls in the second subband. The result belongs to this well and stress, not to tension in general.

The splitting shows in the populations. With kT = 25.9 meV, two subbands of equal density of states and a 54 meV gap would put 1/(1+e^(−54.1/25.9)) = 89 % of the holes in the upper valence subband. The full calculation gives 84 %. For biaxial tension the estimate is 72 % and the calculation gives 75 %.

**Where the argument stops**

The gain depends on the direction of the stress relative to the current. In the 5 nm well at 300 K, compression across the current lowers the mean inverse mass to about 0.7, while tension across the current raises it to about 2.0. For current along [1-10] the same compression offers the heavy side of X': 1.37 m0 in the bulk. Reversing the stress to tension along [110] makes T and S negative and puts X' lowest.

The average is not a mobility. It leaves out how strain and confinement change the scattering rate, the self-consistent charge, wall penetration, degenerate filling and bands outside the six. The heavy direction also spreads holes to large k, where the six-band model is less reliable. For these reasons the factor of three is a statement about band velocities in this model, and a device need not gain the same factor in current. The numerical output lists the values on which the comparison rests.

Table of computed values

```
Luttinger g1, g2, g3: 4.3, 0.34, 1.45
spin-orbit splitting: 44 meV; b, d: -2.1, -4.9 eV
C11, C12, C44: 166, 64, 80 GPa
stress magnitude: 1.0 GPa; well width: 5.0 nm
A = hbar^2/2m0: 0.03810 eV nm^2; kT at 300 K: 25.85 meV
uniaxial exx, ezz, exy (1e-3): -2.768 2.134 -3.125
biaxial exx, ezz (1e-3): 5.536 -4.268
uniaxial T, S: 30.88, 26.52 meV
biaxial T: -61.76 meV; lambda: 14.67 meV
uniaxial top weights X',Y',Z: 0.930 0.038 0.032
uniaxial second weights X',Y',Z: 0.001 0.554 0.445
biaxial top weights X',Y',Z: 0.030 0.030 0.939
bulk uniaxial m/m0 [110],[1-10],[001]: 0.118 1.368 0.271
bulk biaxial m/m0 [110],[1-10],[001]: 0.272 0.272 0.181
bulk uniaxial, shear removed, m/m0 [110]: 0.216
bulk unstrained heavy hole m/m0 [110]: 0.566
large spin-orbit limit, uniaxial: gap 36.90 meV, m/m0 [110] 0.152
zero spin-orbit limit m/m0 [110]: uniaxial 0.111, biaxial 0.276
bulk gap: uniaxial 46.14, biaxial 52.36 meV
E_W: 15.04 meV; tetragonal shift 6 g2 E_W: 30.68 meV
well gap: unstrained 15.11, uniaxial 54.11, biaxial 24.42 meV
d(gap)/dE_W in well: uniaxial 0.293, biaxial -1.776
width at which biaxial gap closes: 3.52 nm
well m0/m [110] at k=0: unstrained 3.20, biaxial -0.09, uniaxial 6.14
well m0/m [1-10] at k=0, uniaxial: 0.56
field 0.3 MV/cm gap: uniaxial 52.1, biaxial 34.9 meV
field 0.6 MV/cm gap: uniaxial 54.1, biaxial 25.1 meV
field 0.9 MV/cm gap: uniaxial 55.3, biaxial 17.2 meV
300 K unstrained: mean m0/m 1.44, conductivity m/m0 0.697, lowest subband 69 %
300 K biaxial: mean m0/m 1.22, conductivity m/m0 0.818, lowest subband 75 %
300 K uniaxial: mean m0/m 3.87, conductivity m/m0 0.259, lowest subband 84 %
300 K mean m0/m, uniaxial over biaxial: 3.16
300 K mean m0/m, uniaxial over unstrained: 2.69
```
